# Detectable force gradient and optimal amplitude in frequency-modulation force microscopy

## Question

A force microscope keeps a sensor oscillating at its resonance and reads the tip-sample interaction from the frequency shift. How small a force gradient can a stiff quartz sensor and a softer silicon cantilever resolve against thermal, detector and oscillator noise? How does the limit scale, and which oscillation amplitude is best?

## Answer

### From force to frequency

The sensor is a harmonic oscillator with effective mass $m$, stiffness $k$, angular frequency $\omega_0=2\pi f_0=\sqrt{k/m}$ and quality factor $Q\gg1$. The algebra is in atomic units, with $k_BT$ treated as an energy. The displacement $x$ is positive away from the sample. Define amplitude and phase by

$$x=A\cos\varphi,\qquad \dot x=-\omega_0A\sin\varphi ,$$

so that $Z=x-i\dot x/\omega_0=Ae^{i\varphi}$. If $F$ is the sum of all forces except the spring force, $\ddot x=-\omega_0^2x+F/m$ gives

$$\dot Z=i\omega_0Z-\frac{iF}{m\omega_0}.$$

Insert $\dot Z=(\dot A+iA\dot\varphi)e^{i\varphi}$, multiply by $e^{-i\varphi}$ and take the imaginary part. With $m\omega_0^2=k$,

$$\dot\varphi=\omega_0-\frac{\omega_0}{kA}F\cos\varphi .$$

For weak forces the right side may be averaged over a cycle. Writing $F_c=2\langle F\cos\varphi\rangle$ for the force component in phase with the displacement,

$$\delta f=-\frac{f_0F_c}{2kA}. \tag{1}$$

The damping force is $(kA/Q)\sin\varphi$. The drive $-(kA/Q)\sin\varphi$ cancels it, and neither shifts the frequency.

Let $d$ be the closest tip-sample distance, so that $z=d+A+A\cos\varphi$. For a tip force $F_{ts}(z)$, integration by parts gives

$$F_c=\frac1\pi\int_0^{2\pi}F_{ts}\cos\varphi\,d\varphi
=\frac A\pi\int_0^{2\pi}\frac{dF_{ts}}{dz}\sin^2\varphi\,d\varphi .$$

The boundary term vanishes by periodicity. With $k_{ts}=-dF_{ts}/dz$ and the normalized average $\langle k_{ts}\rangle=\pi^{-1}\int_0^{2\pi}k_{ts}\sin^2\varphi\,d\varphi$, this is $F_c=-A\langle k_{ts}\rangle$, hence

$$\delta f=\frac{f_0}{2k}\langle k_{ts}\rangle,\qquad |\langle k_{ts}\rangle|\ll k. \tag{2}$$

A frequency noise $\delta f$ therefore corresponds to a gradient noise $\delta k=(2k/f_0)\,\delta f$. "Detectable" here means a signal equal to the rms noise. The output filter is an ideal low-pass of bandwidth $B\ll f_0$, and all noise densities are one-sided, per hertz.

### Thermal noise

Let the thermal force have white density $S_F$. Equipartition fixes it, since $\langle x^2\rangle=k_BT/k$ must equal the integrated response. With $u=f/f_0$,

$$\frac{k_BT}{k}=\frac{S_Ff_0}{k^2}J,\qquad J=\int_0^\infty\frac{du}{(1-u^2)^2+u^2/Q^2}.$$

Dividing numerator and denominator by $u^2$ gives the integrand $u^{-2}/[(u-1/u)^2+1/Q^2]$. The substitution $u\to1/u$ turns it into $1/[(u-1/u)^2+1/Q^2]$ with the same integral. Taking half the sum of the two forms and setting $w=u-1/u$,

$$J=\frac12\int_{-\infty}^{\infty}\frac{dw}{w^2+1/Q^2}=\frac{\pi Q}{2},
\qquad S_F=\frac{2k\,k_BT}{\pi f_0Q}.$$

The slow component $F_c$ at modulation frequency $f_m$ receives force noise from both $f_0+f_m$ and $f_0-f_m$. These are uncorrelated, so its density is $2S_F$. Equation (1) then gives a white frequency noise,

$$S_f=\frac{f_0^2}{4k^2A^2}\,2S_F=\frac{f_0k_BT}{\pi kA^2Q}.$$

Integrating over $B$ and multiplying by $(2k/f_0)^2$,

$$\delta k_{th}=\sqrt{\frac{4k\,k_BT\,B}{\pi A^2f_0Q}}. \tag{3}$$

### Detector and oscillator noise

The deflection detector adds a white displacement noise of density $n^2$. Its slow component multiplying $-\sin\varphi$, called $y_s$, has density $2n^2$ by the same two-sideband argument. Since $A\cos(\varphi+\nu)\simeq A\cos\varphi-A\nu\sin\varphi$, it looks like a phase error $\nu=y_s/A$ with density $S_\nu=2n^2/A^2$.

This error acts twice. First, the demodulator reports a false frequency $\dot\nu/2\pi$. Secondly, the drive is derived from the measured signal, so it becomes

$$-\frac{kA}{Q}\sin(\varphi+\nu)\simeq-\frac{kA}{Q}(\sin\varphi+\nu\cos\varphi).$$

The second term is an in-phase force $F_c=-kA\nu/Q$. By (1) it changes the true frequency by $+f_0\nu/2Q$. A Fourier component of $\nu$ at $f_m$ is thus multiplied by $f_0/2Q+if_m$, and

$$S_f=\frac{2n^2}{A^2}\left[f_m^2+\left(\frac{f_0}{2Q}\right)^2\right].$$

The two effects have one source, but they are 90 degrees out of phase and leave no cross term. Integrating from 0 to $B$ gives $2n^2B^3/3A^2$ and $n^2f_0^2B/2Q^2A^2$. Taking roots and multiplying by $2k/f_0$,

$$\delta k_{det}=\sqrt{\frac83}\,\frac{k\,n\,B^{3/2}}{f_0A},\qquad
\delta k_{osc}=\sqrt2\,\frac{k\,n\,B^{1/2}}{QA}. \tag{4}$$

The thermal force is independent of the detector noise, so the total is

$$\delta k=\sqrt{\delta k_{th}^2+\delta k_{det}^2+\delta k_{osc}^2}\equiv\frac CA,$$

where $C$ does not depend on $A$.

### Which noise dominates

Equating the squares of (3) and $\delta k_{det}$ gives $4k\,k_BT/(\pi f_0Q)=8k^2n^2B^2/(3f_0^2)$. Detector noise therefore exceeds thermal noise above

$$B_{th}=\sqrt{\frac{3k_BTf_0}{2\pi kn^2Q}} .$$

Likewise $8B^2/3f_0^2=2/Q^2$ shows that it exceeds oscillator noise above $B_{osc}=\sqrt3f_0/2Q$. At large bandwidth the limit scales as $B^{3/2}$ and no longer improves with $Q$. At small bandwidth it scales as $B^{1/2}$, and a higher $Q$ helps: the thermal part falls as $Q^{-1/2}$ and the oscillator part as $Q^{-1}$.

### The optimal amplitude

Because $\delta k=C/A$, noise alone would favour an unlimited amplitude. An optimum appears when the signal is included, for a large swing spends little of its cycle within reach of a short-range force.

Take an attraction decaying as $e^{-z/\lambda}$, with gradient magnitude $\kappa$ at the closest distance $d$, and hold $d$ fixed. With $a=A/\lambda$, and after replacing $\varphi$ by $\pi-\varphi$, the average is

$$|\langle k_{ts}\rangle|=\kappa g,\qquad
g=\frac{2e^{-a}}{\pi}\int_0^\pi e^{a\cos\varphi}\sin^2\varphi\,d\varphi=\frac{2e^{-a}I_1(a)}{a}.$$

The last step uses the integral representation of the modified Bessel function $I_1$. The smallest detectable gradient at closest approach follows from $\kappa g=C/A$:

$$\kappa_{min}=\frac{C}{Ag}=\frac{C}{2\lambda\,e^{-a}I_1(a)}. \tag{5}$$

It is smallest where $e^{-a}I_1$ is largest, that is, where $I_1'=I_1$. Since $I_1'=I_0-I_1/a$,

$$aI_0(a)=(1+a)I_1(a),\qquad a=1.545 .$$

The best amplitude is about one and a half decay lengths. Within this model it does not depend on the sensor, because all three noises share the factor $1/A$.

The limits show why. For $a\ll1$, $g\to1$ and $\kappa_{min}\simeq C/A$: the whole cycle feels the peak gradient, but the swing is too small compared with the noise. For $a\gg1$, $e^{-a}I_1\simeq1/\sqrt{2\pi a}$ and

$$\kappa_{min}\simeq C\sqrt{\frac{\pi A}{2\lambda^3}},$$

which worsens only as $\sqrt A$.

Two conditions matter. If the mean distance were fixed instead of $d$, the signal-to-noise ratio would grow as $I_1(a)$ without a maximum, at the price of an ever closer approach. If there is also a frequency noise independent of $A$, such as resonance drift, its contribution to $\kappa_{min}$ is proportional to $1/g$. This grows with $A$, so the optimum moves to a smaller amplitude.

### Numbers for two sensors

Round model parameters are used. Both sensors have $k_BT=0.025$ eV, $n=10^{-3}$ Å/√Hz, $B=100$ Hz and $\lambda=1$ Å. The quartz sensor has $k=100$ eV/Å², $f_0=30\,000$ Hz and $Q=3000$. The silicon cantilever has $k=2$ eV/Å², $f_0=300\,000$ Hz and $Q=30\,000$. The quantum $hf_0$ is near $10^{-9}$ eV or below, so classical noise is adequate.

At $A=1.545$ Å, the quartz sensor gives

$$\delta k_{th}=\sqrt{\frac{4(100)(0.025)(100)}{\pi(1.545)^2(3\times10^4)(3000)}}=1.22\times10^{-3}\ \text{eV/Å}^2,$$

$$\delta k_{det}=\frac{1.633\,(100)(10^{-3})(1000)}{(3\times10^4)(1.545)}=3.52\times10^{-3}\ \text{eV/Å}^2,$$

$$\delta k_{osc}=\frac{1.414\,(100)(10^{-3})(10)}{(3000)(1.545)}=3.1\times10^{-4}\ \text{eV/Å}^2 .$$

The root of the summed squares is $3.74\times10^{-3}$ eV/Å². Dividing by $g=0.284$ gives $\kappa_{min}=1.3\times10^{-2}$ eV/Å², or 0.21 N/m. Detector noise dominates because the bandwidth lies above $B_{th}=34.5$ Hz.

For silicon, the same formulas give $1.72\times10^{-5}$, $7.0\times10^{-6}$ and $6\times10^{-7}$ eV/Å², in the same order. The total is $1.86\times10^{-5}$ eV/Å², so $\kappa_{min}=6.6\times10^{-5}$ eV/Å², or $1.1\times10^{-3}$ N/m. Here $B_{th}=244$ Hz and thermal noise dominates.

On these three noises alone, silicon is about 200 times more sensitive at equal amplitude. Its frequency noise is actually larger, 1.40 Hz against 0.56 Hz. What favours it is the conversion factor $f_0/2k$ in (2), which is 500 times larger than for quartz.

The amplitude need not be set finely: the signal-to-noise ratio stays above 90 percent of its maximum from 0.83 to 2.98 Å.

### What stability costs

At closest approach the tip is momentarily at rest. To turn back, it needs a spring force larger than the short-range attraction there. For a weak attraction the spring force at this point is $kA$. A strong one also shifts the mean position toward the sample, which increases the spring force, so $kA$ gives the scale of the limit and not its exact value. At the optimal amplitude $kA$ is 155 eV/Å for quartz but 3.1 eV/Å for silicon. For the single exponential force this is no obstacle at the detection threshold, where the attraction $\kappa\lambda$ is tiny. A real tip also feels a van der Waals attraction, about $HR/6d^2$ for a sphere of radius $R$ over a plane. With a Hamaker constant $H=1.25$ eV, $R=100$ Å and $d$ between 3 and 5 Å it is 2.3 to 0.8 eV/Å, already a sizeable part of $kA$ for silicon. The model leaves this background out. For silicon at this amplitude it becomes one when the tip is brought close enough for $\kappa$ to reach a few eV/Å², where (2) has also ceased to be reliable.

The intrinsic energy loss points the same way. The damping force $-(k/\omega_0Q)\dot x$ dissipates per cycle

$$\Delta E=\frac{k}{\omega_0Q}\int_0^{2\pi/\omega_0}\dot x^2\,dt=\frac{k}{\omega_0Q}\,\pi\omega_0A^2=\frac{\pi kA^2}{Q},$$

which is 0.25 eV for quartz and $5\times10^{-4}$ eV for silicon. Tip-sample losses that fluctuate by more than this would strain the amplitude control, an effect outside the present noise model.

Suppose silicon is run with the restoring force of the quartz sensor. Its amplitude must then be $100(1.545)/2=77$ Å, and its loss per cycle rises to 1.25 eV. By (5), $\kappa_{min}$ increases 4.85 times, to $3.2\times10^{-4}$ eV/Å² or $5.1\times10^{-3}$ N/m. This is still about 41 times below the quartz value.

For these parameters and these three noises, then, the stiff sensor does not have the lower noise floor. Its advantage within the model is the ability to work at the optimal amplitude under strong short-range forces. Resonance drift, left out here, can change the comparison: at 77 Å the factor $g$ is $1.2\times10^{-3}$, about 240 times smaller than at the optimum, and a relative frequency drift of about $4\times10^{-6}$ already raises the silicon $\kappa_{min}$ to the quartz value. For a resonance that moves by some tens of parts per million per kelvin, this is a temperature change of order 0.1 K. The ratio between the sensors depends on the assumed equal $n$: a quieter detector on the quartz sensor would lower its dominant term in proportion, until thermal noise took over. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
thermal energy kT = 0.025 eV
deflection noise density n = 1.0e-03 angstrom/sqrt(Hz)
bandwidth B = 100 Hz
force decay length = 1.0 angstrom
optimal amplitude / decay length = 1.5451
optimal amplitude = 1.545 angstrom
average/peak gradient at optimum = 0.2836
90% of best signal/noise: A from 0.83 to 2.98 angstrom
quartz: stiffness k = 100 eV/angstrom^2
quartz: f0 = 30000 Hz, Q = 3000
quartz: quantum h f0 = 1.24e-10 eV
quartz: thermal part = 1.217e-03 eV/angstrom^2
quartz: detector part = 3.523e-03 eV/angstrom^2
quartz: oscillator part = 3.051e-04 eV/angstrom^2
quartz: total averaged gradient = 3.740e-03 eV/angstrom^2
quartz: total frequency noise = 0.5610 Hz
quartz: smallest peak gradient = 1.319e-02 eV/angstrom^2
quartz: the same converted = 2.113e-01 N/m
quartz: detector = thermal at B = 34.5 Hz
quartz: detector = oscillator at B = 8.66 Hz
quartz: restoring force k A = 154.51 eV/angstrom
quartz: loss per cycle = 2.500e-01 eV
silicon: stiffness k = 2 eV/angstrom^2
silicon: f0 = 300000 Hz, Q = 30000
silicon: quantum h f0 = 1.24e-09 eV
silicon: thermal part = 1.721e-05 eV/angstrom^2
silicon: detector part = 7.046e-06 eV/angstrom^2
silicon: oscillator part = 6.102e-07 eV/angstrom^2
silicon: total averaged gradient = 1.861e-05 eV/angstrom^2
silicon: total frequency noise = 1.3957 Hz
silicon: smallest peak gradient = 6.562e-05 eV/angstrom^2
silicon: the same converted = 1.051e-03 N/m
silicon: detector = thermal at B = 244.3 Hz
silicon: detector = oscillator at B = 8.66 Hz
silicon: restoring force k A = 3.09 eV/angstrom
silicon: loss per cycle = 5.000e-04 eV
silicon, matched force: amplitude = 77.26 angstrom
silicon, matched force: smallest peak = 3.183e-04 eV/angstrom^2
silicon, matched force: converted = 5.100e-03 N/m
silicon, matched force: loss per cycle = 1.250 eV
silicon: matched/optimal smallest gradient = 4.85
quartz/silicon, both at optimum = 201.0
quartz/silicon, matched force = 41.4
```
